# Acoustic deformation-potential mobility of nondegenerate electrons in a parabolic band

A conduction electron would pass through silicon without being scattered if the crystal were perfectly periodic and at rest. At room temperature, thermal vibrations spoil the periodicity even where the doping is light. Long sound waves compress and dilate the crystal, the conduction-band edge follows the local volume, and the electron scatters from the resulting potential. How large a mobility does this leave, and how does it depend on temperature and band mass?

Consider one isotropic parabolic band, \(E=\hbar^2k^2/2m\), with electrons so dilute that they obey Maxwell-Boltzmann statistics. The phonons are in equilibrium at temperature \(T\), and longitudinal sound has \(\omega=v_sq\). For long waves the band edge shifts in proportion to the relative volume change,

\[
H'=D\,\nabla\cdot\mathbf u(\mathbf r),
\]

where \(\mathbf u\) is the displacement and \(D\), an energy, is the deformation potential. A transverse wave has \(\nabla\cdot\mathbf u=0\) and drops out. SI units are used, since a mobility in cm²/Vs is wanted.

In a crystal of volume \(V\) and density \(\rho\), the longitudinal displacement is

\[
\mathbf u=\sum_{\mathbf q}A_q\hat{\mathbf q}\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+a_{\mathbf q}^\dagger e^{-i\mathbf q\cdot\mathbf r}\right).
\]

The amplitude \(A_q\) follows from the energy. A mode with mean occupation \(N\) has \(\langle aa^\dagger+a^\dagger a\rangle=2N+1\), so its kinetic energy is \(\tfrac12\rho VA_q^2\omega^2(2N+1)\). For a harmonic oscillator this is half the total energy \(\hbar\omega(N+\tfrac12)\), that is, \(\tfrac14\hbar\omega(2N+1)\). Therefore

\[
A_q^2=\frac{\hbar}{2\rho V\omega}.
\]

The divergence brings down a factor \(\pm iq\). Between plane waves, with unit overlap of the lattice-periodic parts, the squared matrix elements are

\[
|M_\pm|^2=\frac{D^2\hbar q^2}{2\rho V\omega}
\begin{cases}N,&\mathbf k'=\mathbf k+\mathbf q\ \text{(absorption)}\\ N+1,&\mathbf k'=\mathbf k-\mathbf q\ \text{(emission)}\end{cases}
\]

with \(N=1/(e^{\hbar\omega/k_BT}-1)\). The factors \(N\) and \(N+1\) were tested on an oscillator diagonalized on a grid, at \(k_BT=\hbar\omega\) and in units where \(\hbar\), mass and frequency are one. The thermal sums of squared position matrix elements should be \(N/2=0.2910\) downward and \((N+1)/2=0.7910\) upward; the grid gave 0.2910 and 0.7909.

Let \(z=\hbar\omega/k_BT\). For small \(z\), \(N=1/z-1/2+z/12+\cdots\), and hence

\[
2N+1=\frac2z\left(1+\frac{z^2}{12}+\cdots\right).
\]

Keeping the first term is equipartition: the mode is classical. With \(C=\rho v_s^2\), the longitudinal elastic stiffness, absorption and emission together give

\[
|M_+|^2+|M_-|^2\simeq\frac{D^2\hbar q^2}{2\rho V\omega}\,\frac{2k_BT}{\hbar\omega}
=\frac{D^2k_BTq^2}{\rho V\omega^2}=\frac{D^2k_BT}{CV}.
\]

The wave number has cancelled. Each classical mode carries the same mean squared strain, \(k_BT/CV\), so the electron is scattered with equal strength through every angle.

The second approximation is to neglect \(\hbar\omega\) in energy conservation. In an elastic collision the largest phonon wave number is \(q=2k\), and the largest energy exchanged, relative to the electron energy, is

\[
\frac{2\hbar v_sk}{\hbar^2k^2/2m}=\frac{4v_s}{v},\qquad v=\frac{\hbar k}{m}.
\]

The electron must therefore be much faster than four times the speed of sound. The golden rule then gives

\[
\frac1{\tau(E)}=\frac{2\pi}{\hbar}\,\frac{D^2k_BT}{CV}\sum_{\mathbf k'}\delta(E_{k'}-E)
=\frac{2\pi D^2k_BT}{\hbar C}\,g(E).
\]

Here \(g\) is the density of states per unit volume for one spin, because the strain does not flip spins. Replacing the sum by \(V/(8\pi^3)\int4\pi k^2dk\) and using \(dk/dE=m/\hbar^2k\),

\[
g(E)=\frac{k^2}{2\pi^2}\,\frac{m}{\hbar^2k}=\frac{mk}{2\pi^2\hbar^2}=\frac{(2m)^{3/2}\sqrt E}{4\pi^2\hbar^3}.
\]

A count in a box tests this expression. With \(\hbar=m=1\) and side \(2\pi\), the wave vectors are integer triples. There are 39754 of them with squared length above 900 and up to 1100, against 39722 from integrating \(g\).

It remains to show that \(\tau\), the time between collisions, is also the time in which momentum is lost. Let a force \(G\) act along \(z\) and write \(f=f_0+f_1\), with \(f_0\propto e^{-E/k_BT}\) and \(f_1\) linear in \(G\). Since \(\partial f_0/\partial k_z=-\hbar v_zf_0/k_BT\), the steady Boltzmann equation is

\[
-\frac{Gv_z}{k_BT}f_0=\sum_{\mathbf k'}W(\mathbf k,\mathbf k')\left[f_1(\mathbf k')-f_1(\mathbf k)\right].
\]

For elastic scattering \(W\) is symmetric and links states of equal energy. Try

\[
f_1=\frac{G\,\tau(E)\,v_z}{k_BT}f_0 .
\]

In the in-scattering term everything but \(v_z'\) is constant on the energy shell, and \(v_z'\) averages to zero there because \(W\) has no angular dependence. The right side becomes \(-f_1/\tau\), which equals the left side. One collision on average erases the memory of direction.

The drift velocity is the average of \(v_z\) over \(f_1\). By isotropy \(\langle v_z^2\tau\rangle=\langle v^2\tau\rangle/3\), so that, with \(G\) of magnitude \(eF\),

\[
\mu=\frac{e}{3k_BT}\langle v^2\tau\rangle
=\frac{2e}{3mk_BT}\langle E\tau\rangle
=\frac em\,\frac{\int_0^\infty \tau E^{3/2}e^{-E/k_BT}dE}{\int_0^\infty E^{3/2}e^{-E/k_BT}dE}.
\]

The last form uses the Maxwellian weight \(\sqrt E\,e^{-E/k_BT}\) and \(\langle E\rangle=\tfrac32k_BT\).

Insert \(g\) into the rate at \(E=k_BT\):

\[
\tau_T\equiv\tau(k_BT)=\frac{\hbar C}{2\pi D^2k_BT}\,\frac{4\pi^2\hbar^3}{(2m)^{3/2}(k_BT)^{1/2}}
=\frac{\pi\hbar^4C}{\sqrt2\,D^2m^{3/2}(k_BT)^{3/2}} .
\]

At other energies \(\tau=\tau_T(k_BT/E)^{1/2}\). With \(y=E/k_BT\), the ratio of integrals is

\[
\tau_T\frac{\int_0^\infty y\,e^{-y}dy}{\int_0^\infty y^{3/2}e^{-y}dy}
=\tau_T\frac{\Gamma(2)}{\Gamma(5/2)}=\frac{4}{3\sqrt\pi}\,\tau_T .
\]

Multiplying by \(e/m\), and using \(4\sqrt\pi/(3\sqrt2)=2\sqrt{2\pi}/3\), gives

\[
\boxed{\;\mu=\frac{2\sqrt{2\pi}}{3}\,\frac{e\hbar^4C}{D^2\,m^{5/2}\,(k_BT)^{3/2}}\;}
\]

Of the temperature power, \(-1\) comes from the number of phonons and \(-1/2\) from the faster electrons, which find more final states. Of the mass power, \(-3/2\) comes from the density of states and \(-1\) from acceleration. Both powers hold with \(D\) and \(C\) fixed; a comparison of different materials changes these as well.

The mean free path gives a second view of the result:

\[
l=v\tau=\sqrt{\frac{2E}{m}}\;\tau_T\sqrt{\frac{k_BT}{E}}=\frac{\pi\hbar^4C}{D^2m^2k_BT}.
\]

It does not depend on energy. Since \(\langle v^2\tau\rangle=l\langle v\rangle\), the mobility is also \(\mu=el\langle v\rangle/3k_BT\), with \(\langle v\rangle=\sqrt{8k_BT/\pi m}\), which reproduces the boxed formula.

For numbers, take rough typical values for electrons in silicon at 300 K: \(m=0.32\) electron masses, \(D=9\) eV, \(\rho=2.33\) g/cm³ and \(v_s=9\times10^5\) cm/s. The stiffness is \(C=2330\times9000^2\) Pa \(=189\) GPa. The formulas give \(\tau_T=0.594\) ps and \(l=100\) nm. The averaged time is \(0.752\times0.594=0.447\) ps, and

\[
\mu=\frac{1.602\times10^{-19}\times4.47\times10^{-13}}{0.32\times9.109\times10^{-31}}\ \frac{\mathrm{m^2}}{\mathrm{Vs}}
\simeq0.246\ \frac{\mathrm{m^2}}{\mathrm{Vs}}\simeq2460\ \frac{\mathrm{cm^2}}{\mathrm{Vs}} .
\]

With the other parameters fixed, the mobility is about 4520 cm²/Vs at 200 K and 1600 cm²/Vs at 400 K.

The two phonon approximations can be removed together. Energy conservation now reads \(k'^2=k^2\pm2k_sq\), with \(k_s=mv_s/\hbar\). Let \(\beta\) be the angle between \(\mathbf k\) and \(\mathbf q\). For absorption \(2kq\cos\beta+q^2=2k_sq\), and for emission \(-2kq\cos\beta+q^2=-2k_sq\). The condition \(|\cos\beta|\le1\) then limits \(q\) to \(2(k+k_s)\) and \(2(k-k_s)\) respectively, for \(k>k_s\). In the sum over \(\mathbf q\), the delta function removes the integral over \(\cos\beta\) and leaves \(m/(\hbar^2kq)\). The rate per unit \(q\) is therefore

\[
\frac{2\pi}{\hbar}\,\frac{D^2\hbar q}{2\rho v_s}\,\frac{q^2}{4\pi^2}\,\frac{m}{\hbar^2kq}
\begin{Bmatrix}N\\N+1\end{Bmatrix}
=\frac{D^2mq^2}{4\pi\rho v_s\hbar^2k}\begin{Bmatrix}N\\N+1\end{Bmatrix}.
\]

Transitions are no longer symmetric, but detailed balance, \(W(\mathbf k'\to\mathbf k)f_0(k')=W(\mathbf k\to\mathbf k')f_0(k)\), still holds. Put \(f_1=f_0\,G\Lambda(k)\cos\theta/k_BT\), where \(\theta\) is measured from the force. Averaging \(\cos\theta'\) around \(\mathbf k\) gives \(\cos\theta\cos\alpha\), where \(\alpha\) is the scattering angle, and the Boltzmann equation becomes

\[
\sum_{\mathbf k'}W(\mathbf k\to\mathbf k')\left[\Lambda(k)-\cos\alpha\,\Lambda(k')\right]=v,
\qquad \mu=\frac{e}{3k_BT}\langle v\Lambda\rangle .
\]

This equation, solved numerically with Bose occupations, tests the elastic result. With \(C\) fixed and the sound speed reduced tenfold, it gives 2458.0 cm²/Vs, against 2457.8 from the closed formula. Between 0.5 and 2.5 times the thermal wave number \(\sqrt{2mk_BT}/\hbar\), \(\Lambda\) differs from \(l\) by at most 0.010 percent. Raising the temperature from 300 to 400 K gives the exponent \(-1.5001\), and raising the mass by half gives \(-2.4999\).

At the full sound speed the mobility lies 0.73 percent above the formula, and at twice that speed, again with \(C\) fixed, 3.00 percent above. The roughly fourfold growth has a reason. At fixed \(C\) the rate is proportional to \(v_sN\) or \(v_s(N+1)\). Reversing the sign of \(v_s\) turns \(N\) into \(-(N+1)\) and interchanges the two limits on \(q\), so absorption and emission change places and their sum is unchanged. Apart from the few electrons slower than sound, the correction thus begins at order \(v_s^2\).

The approximation worsens on cooling. At 300 K an electron with \(E=k_BT=25.85\) meV meets phonons of up to about 5.52 meV, a ratio of 0.214. Phonon energy at the thermal wave number grows as \(\sqrt T\), so this ratio varies as \(T^{-1/2}\) and reaches one near \(300\times0.214^2\simeq14\) K. The \(-3/2\) law needs temperatures well above that, for these parameters.

The same rates show when the field heats the electrons. Suppose they keep a Maxwellian distribution, at temperature \(T_e\), while the lattice stays at \(T\). The net power an electron gives to the phonons is the integral of \(\hbar v_sq\) times the emission rate minus the absorption rate. With \(N\simeq k_BT/\hbar v_sq-\tfrac12\), the terms \(\pm\tfrac12\) add to \(\int_0^{2k}q^3dq=4k^4\) at leading order. The classical terms cancel except for their different limits:

\[
-\frac{k_BT}{\hbar v_s}\,\frac{8\left[(k+k_s)^3-(k-k_s)^3\right]}{3}
\simeq-\frac{k_BT}{\hbar v_s}\,16k^2k_s=-\frac{16mk_BT}{\hbar^2}k^2 .
\]

Multiplying the sum by \(\hbar v_s\) and the prefactor of the rate,

\[
P(k)=\frac{D^2m}{4\pi\rho\hbar k}\left(4k^4-\frac{16mk_BT}{\hbar^2}k^2\right)
=\frac{2D^2m^2k}{\pi\rho\hbar^3}\,(E-2k_BT).
\]

Slow electrons gain energy and fast ones lose it. In the Maxwellian average, \(\langle kE\rangle/\langle k\rangle=\int E^2e^{-E/k_BT_e}dE/\int Ee^{-E/k_BT_e}dE=2k_BT_e\), so the loss vanishes at \(T_e=T\), as it must. With \(\langle k\rangle=m\langle v\rangle/\hbar\) and the expression for \(l\),

\[
\langle P\rangle=\frac{4D^2m^3\langle v\rangle}{\pi\rho\hbar^4}k_B(T_e-T)
=\frac{4mv_s^2\langle v\rangle}{l}\,\frac{T_e-T}{T}.
\]

The field supplies \(e\mu F^2\). The free path is set by the lattice temperature, so \(\mu=el\langle v\rangle/3k_BT_e\), and equating gain and loss gives

\[
(eFl)^2=12\,mv_s^2\,k_BT_e\,\frac{T_e-T}{T}.
\]

In terms of the low-field mobility \(\mu_0\), for which \(\mu_0^2=8e^2l^2/(9\pi mk_BT)\), this reads

\[
\left(\frac{\mu_0F}{v_s}\right)^2=\frac{32}{3\pi}\,\frac{T_e}{T}\left(\frac{T_e}{T}-1\right).
\]

With acoustic phonons alone, heating sets in when the drift velocity approaches the speed of sound, because each collision removes so little energy. In the example \(v_s/\mu_0=366\) V/cm. Warming by 10 percent needs \(\sqrt{3.395\times1.1\times0.1}=0.611\) of this, or 224 V/cm; keeping the full phonon energies and occupations in the energy loss gives 223 V/cm, and keeping them in the mobility as well gives 222 V/cm. These figures assume the Maxwellian form, which needs frequent collisions among the electrons; without these, the same rise in mean energy is reached at a field about 10 percent lower.

Of the departures of real silicon from the model that are estimated here, the largest at light doping (donor densities up to about \(10^{16}\) cm⁻³) comes from phonons that carry electrons between its six valleys. Their coupling is a constant \(\Delta\) times the displacement, so \(\Delta^2\) replaces \(D^2q^2\), and for \(Z\) final valleys the rate is

\[
\frac1{\tau_{iv}}=\frac{\pi\Delta^2Z}{\rho\omega}\left[N\,g(E+\hbar\omega)+(N+1)\,g(E-\hbar\omega)\right],
\]

where the second term is absent below threshold. Take two rough representative branches: 60 meV with \(10^9\) eV/cm and one final valley, and 50 meV with \(3\times10^8\) eV/cm and four. Adding their rates to the acoustic rate at each energy lowers the mobility by 42 percent, to 1430 cm²/Vs. The temperature exponent between 290 and 310 K becomes \(-2.07\), since the occupation of these phonons rises faster than \(T\). They also take up energy, and the lower mobility reduces the power drawn from the field, so both effects raise the field needed for a given heating. With both branches in the power balance, warming a Maxwellian distribution by 10 percent takes about 2.8 kV/cm instead of 224 V/cm. In lightly doped material collisions among the electrons are rare and the distribution is not Maxwellian; the same rise in mean energy then comes at about 2.2 kV/cm, where the mobility has already fallen by about 11 percent.

The measured electron mobility of lightly doped silicon at room temperature is roughly 1400 cm²/Vs. The closeness of 1430 is no confirmation, because the couplings are rough and other corrections of tens of percent remain. Each of the following is relative to the acoustic value of 2458 cm²/Vs and taken alone. Ionized donors at \(10^{16}\) cm⁻³, treated as screened Coulomb centres with relative permittivity 11.7, lower it by 16 percent. Ellipsoidal valleys with masses 0.92 and 0.19 raise it by 23 percent: \(\tau\) contains the density-of-states mass \((0.92\times0.19^2)^{1/3}=0.32\), but acceleration averaged over the valleys contains the mean inverse mass, equivalent to 0.26.

A nonparabolic band, \(E(1+\alpha E)=\hbar^2k^2/2m\) with \(\alpha=0.5\) eV⁻¹, lowers the mobility by 11 percent, as fast electrons are slower and have more final states than in the parabola. Fermi statistics, with six valleys, lower it by 0.005 percent at \(10^{16}\) cm⁻³ and 0.5 percent at \(10^{18}\) cm⁻³, so the nondegenerate assumption costs little at these densities. The donors that supply such densities cost far more: the same screened-Coulomb model lowers the acoustic value by about 40 percent at \(10^{17}\) cm⁻³ and roughly 70 percent at \(10^{18}\) cm⁻³. Shear phonons and the anisotropy of the deformation potential are not included in any of these figures.

The low-field condition also restricts where the formula can be used. A depletion region that drops 3 V over 300 nm has a mean field of \(10^5\) V/cm, more than thirty times the heating field of 2 to 3 kV/cm estimated above with intervalley phonons, and the low-field mobility does not describe transport there. The formula suits the acoustic part of the resistance in weakly biased, lightly doped regions, where it must be combined with the intervalley and impurity rates. The numerical output below lists the values used.

## Values computed for the example and the checks

```
INPUTS (rough silicon values)
temperature: 300 K
band mass: 0.32 electron masses
deformation potential: 9.0 eV
density: 2.33 g/cm3
sound speed: 9.00e+05 cm/s
stiffness C: 188.7 GPa
ACOUSTIC-ONLY RESULTS
thermal energy kT: 25.85 meV
relaxation time at E = kT: 0.5944 ps
averaged relaxation time: 0.4472 ps
mean free path: 100.2 nm
mobility at 300 K: 2458 cm2/Vs
mobility at 200 K: 4515 cm2/Vs
mobility at 400 K: 1596 cm2/Vs
TESTS
oscillator absorption, grid: 0.2910; Bose: 0.2910
oscillator emission, grid: 0.7909; Bose: 0.7910
box states counted: 39754; from g(E): 39722
Boltzmann, sound speed/10: 2458.0 cm2/Vs
closed formula: 2457.8 cm2/Vs
largest free-path deviation: 0.010 %
temperature exponent, Boltzmann: -1.5001
mass exponent, Boltzmann: -2.4999
NEGLECTED EFFECTS
phonon energy at q = 2k, E = kT: 5.52 meV
finite phonon energy: +0.73 %
same, doubled sound speed: +3.00 %
intervalley phonon: 60 meV, 1.0e+09 eV/cm, 1 valley(s)
intervalley phonon: 50 meV, 3.0e+08 eV/cm, 4 valley(s)
mobility with intervalley: 1430 cm2/Vs
change by intervalley: -41.8 %
temperature exponent with intervalley: -2.07
relative permittivity: 11.7
donor density: 1e+16 cm-3
acoustic + donor mobility: 2075 cm2/Vs
change by donors: -15.6 %
ellipsoid masses: 0.92, 0.19 electron masses
change by ellipsoidal valleys: +23.0 %
nonparabolicity: 0.50 1/eV
change by nonparabolicity: -11.4 %
degeneracy at 1e16 cm-3: -0.0054 %
degeneracy at 1e18 cm-3: -0.53 %
field where mu F = sound speed: 366 V/cm
field for 10 % heating, acoustic only: 223 V/cm
```
